# Classical Debye Phonon Conductivity with a Constant Boundary Scattering Rate

## Which variable the answer can depend on

A crystal has sound speed $v$, a cutoff frequency $\omega_D$, and an intrinsic phonon relaxation rate $A\omega^2$, where $A$ has the dimension of time. Grain boundaries add a rate $v/L$, the same for every phonon. The temperature is taken high enough that every mode has the heat capacity $k_B$, so it enters the ratio only through $A$. We want the ratio of the lattice heat conductivity $\kappa(L)$ to its bulk value $\kappa_0=\kappa(L\to\infty)$.

From $v,\omega_D,A,L$ one can form two independent dimensionless groups, $A\omega_D$ and $L\omega_D/v$. Dimensions alone therefore leave a function of two variables. A scaling argument removes one. In the relaxation-time approximation the conductivity is a sum over modes, each term proportional to the lifetime of that mode. Multiply all rates by a common number $s$, so that $A\to sA$ and $1/L\to s/L$. Both $\kappa$ and $\kappa_0$ are divided by $s$, and their ratio is unchanged. The first group is multiplied by $s$ and the second is divided by $s$, so the ratio can depend only on their product,
$$\frac{A\omega_D^2L}{v}=\frac{L}{L_{\min}},\qquad L_{\min}=\frac{v}{A\omega_D^2}.$$
The length $L_{\min}$ is the intrinsic mean free path at the cutoff. Since $v/(A\omega^2)$ falls with frequency, it is the shortest intrinsic path in the spectrum; it is not a sample size. The function itself is
$$\boxed{\frac{\kappa(L)}{\kappa_0}=F(r)=1-r\arctan\frac1r,\qquad r=\sqrt{\frac{L_{\min}}{L}}}$$

## Model and conductivity integral

The algebra uses atomic units, $\hbar=1$, so a phonon of frequency $\omega$ has energy $\omega$; $k_B$ is kept. There are three acoustic branches with $\omega=vk$, filled isotropically up to the Debye wavevector $k_D=\omega_D/v$. With $n$ primitive cells per volume, each branch has $n$ modes per volume:
$$\frac{1}{(2\pi)^3}\frac{4\pi k_D^3}{3}=n\quad\Rightarrow\quad k_D^3=6\pi^2n.$$

Let the temperature vary weakly along $z$. In steady state, drift balances relaxation towards the local Bose distribution $n_0$:
$$v_z\frac{\partial n_{\mathbf k}}{\partial z}=-\frac{n_{\mathbf k}-n_0}{\tau}.$$
To first order in the gradient, $n_{\mathbf k}$ on the left may be replaced by $n_0$, which gives
$$\delta n_{\mathbf k}=n_{\mathbf k}-n_0=-\tau v_z\frac{\partial n_0}{\partial T}\frac{dT}{dz}.$$
This is odd in $v_z$, so it carries heat without changing the local energy density. The heat current is the sum of $\omega v_z\,\delta n_{\mathbf k}$ over modes and equals $-\kappa\,dT/dz$. The two minus signs cancel:
$$\kappa=\sum_{\rm branches}\int\frac{d^3k}{(2\pi)^3}\,c\,v_z^2\tau,\qquad c=\omega\frac{\partial n_0}{\partial T}.$$
With $\mu=v_z/v$, the angular average is $\frac12\int_{-1}^{1}\mu^2d\mu=\frac13$, so $v_z^2$ becomes $v^2/3$.

For the heat capacity per mode, put $u=\omega/k_BT$. Differentiating $n_0=1/(e^u-1)$ gives
$$c=k_B\frac{u^2e^u}{(e^u-1)^2}=k_B\left[\frac{u/2}{\sinh(u/2)}\right]^2=k_B\left(1-\frac{u^2}{12}+\dots\right).$$
The classical model keeps $c=k_B$, which requires $u^2/12\ll1$ at the cutoff.

The three branches contain $3k^2dk/2\pi^2=3\omega^2d\omega/(2\pi^2v^3)$ modes per volume in $d\omega$. Multiplying by $k_Bv^2\tau/3$,
$$\kappa=\frac{k_B}{2\pi^2v}\int_0^{\omega_D}\omega^2\tau(\omega)\,d\omega.$$
No $\hbar$ is hidden in this expression, so it holds unchanged in SI units with $\omega$ an angular frequency.

## Evaluation

If intrinsic and boundary collisions are independent, the chance of surviving both for a time $t$ is $e^{-A\omega^2t}e^{-vt/L}$. The rates add:
$$\frac1\tau=A\omega^2+\frac vL.$$
We also assume that either kind of collision randomizes the direction of travel.

Without the boundary term, $\omega^2\tau=1/A$ is constant. The number of modes grows as $\omega^2$, their lifetime falls as $\omega^{-2}$, and equal frequency intervals carry equal heat. Hence
$$\kappa_0=\frac{k_B\omega_D}{2\pi^2vA}.$$
The heat capacity per volume is $C=3nk_B=k_B\omega_D^3/(2\pi^2v^3)$, and therefore
$$CvL_{\min}=\frac{k_B\omega_D^3}{2\pi^2v^3}\,v\,\frac{v}{A\omega_D^2}=\kappa_0.$$
This is the practical route to $L_{\min}$: it follows from $\kappa_0$, $C$ and $v$ without separate knowledge of $A$. Here $C$ is the heat capacity of the acoustic modes alone. A measured value also contains the optical modes; with two atoms per primitive cell it approaches $6nk_B$, and inserting it would make $L_{\min}$ too short by a factor of two.

With the boundary, set $x=\omega/\omega_D$ and divide numerator and denominator by $A\omega_D^2$. The constant term becomes $v/(LA\omega_D^2)=r^2$, and
$$\frac{\kappa}{\kappa_0}=\int_0^1\frac{x^2}{x^2+r^2}dx=1-r^2\int_0^1\frac{dx}{x^2+r^2}
=1-r^2\left[\frac1r\arctan\frac xr\right]_0^1,$$
which is $F(r)$.

A simulation of random flights checks both the addition of rates and the factor $1/3$. For $L=100$ nm and the lead telluride parameters below, it drew separate intrinsic and boundary collision distances, ended each flight at the nearer one, and obtained the diffusivity from the squared displacements. With 200 frequencies and 20,000 flights at each, it gave 0.8070; the formula gives 0.8068. The test asks only for agreement within 1%, to allow for sampling noise.

## Two limits and numerical evaluation

**Long boundary length.** For $r\ll1$, use $\arctan(1/r)=\pi/2-\arctan r$ and $\arctan r=r-r^3/3+\dots$:
$$F=1-\frac{\pi}{2}r+r^2-\frac{r^4}{3}+\dots$$
The missing conductivity falls only as $L^{-1/2}$. A tenfold reduction of a small loss requires about a hundredfold increase of $L$.

**Short boundary length.** Let $q=1/r=\sqrt{L/L_{\min}}\ll1$. From $\arctan q=q-q^3/3+q^5/5-q^7/7+\dots$,
$$F=1-\frac{\arctan q}{q}=\frac{q^2}{3}-\frac{q^4}{5}+\frac{q^6}{7}-\dots
=\frac{L}{3L_{\min}}\left(1-\frac{3L}{5L_{\min}}+\dots\right).$$
Multiplication by $\kappa_0=CvL_{\min}$ gives $\kappa\to CvL/3$. The intrinsic rate has dropped out, and every mode has the path $L$. This limit needs $L\ll L_{\min}$. For the lead telluride example below, with $L_{\min}=1.8$ nm, it is out of reach: even at $L$ equal to one lattice constant, $\kappa$ is only 0.83 of $CvL/3$.

In code, $1-\arctan(q)/q$ subtracts nearly equal numbers when $q$ is small. A rounding error $\epsilon$ in the quotient becomes a relative error of about $3\epsilon/q^2$ in $F$. For $q<0.01$ the three series terms above are preferable: the first omitted term is $-q^8/9$, a relative error of about $q^6/3$, below $10^{-12}$.

To find the $L$ that gives a required $F$, a bracketing root finder is safe, because the integrand $x^2/(x^2+r^2)$ rises with $L$ at every $x>0$ and the solution is unique.

## Which phonons cause the reduction

A mode has an intrinsic path shorter than $\Lambda$ if $x>\sqrt{L_{\min}/\Lambda}$. Since bulk heat is spread evenly in $x$, the bulk share carried by such modes is
$$1-\sqrt{L_{\min}/\Lambda},\qquad \Lambda\ge L_{\min}.$$
Half of the bulk heat is carried by paths longer than $4L_{\min}$.

The loss per unit $x$ is $1-x^2/(x^2+r^2)=r^2/(x^2+r^2)$. For $L>L_{\min}$, the modes with intrinsic path above $L$ are those with $x<r$. Their part of the loss is $r\arctan 1=\pi r/4$, out of a total $r\arctan(1/r)$, so their share is
$$\frac{\pi/4}{\arctan(1/r)}\longrightarrow\frac12\qquad(L\gg L_{\min}).$$
These modes are a fraction $r^3$ of all modes but carry a fraction $r$ of the bulk heat. The $L^{-1/2}$ tail comes from frequencies of order $r\omega_D$: for $L\gg L_{\min}$ the modes with $x<r$ give half of the loss, and those with $x<3r$ give $\arctan 3/(\pi/2)\approx80\%$ of it.

It is instructive to replace the spectrum by a single path. The average path, weighted by heat capacity, is
$$\langle\Lambda\rangle=\int_0^1 3x^2\,\frac{L_{\min}}{x^2}\,dx=3L_{\min},$$
and one path of this length would give the factor $1/(1+3r^2)$. The boundary turns a path $\Lambda$ into $g(\Lambda)=\Lambda/(1+\Lambda/L)$, whose second derivative, $-(2/L)(1+\Lambda/L)^{-3}$, is negative. The average of a concave function lies below the function of the average, so the single-path factor is too high at every finite $L$. The two agree to leading order for short $L$, where both give $L/3L_{\min}$.

## Worked example: fine-grained lead telluride

Lead telluride is a thermoelectric material in which fine grains are used to lower the lattice conductivity. The inputs are model values set near typical ones at 300 K, and should be trusted to two figures at most: lattice constant 0.646 nm, mean sound speed 1800 m/s, and bulk lattice conductivity 2.00 W/(m K). Further digits below serve only to let the arithmetic be followed. The effective grain length is chosen as 100 nm.

The rock-salt structure has four primitive cells per cube, so $n=4/(0.646\ \text{nm})^3=14.84\ \text{nm}^{-3}$ and $k_D=(6\pi^2n)^{1/3}=9.578\ \text{nm}^{-1}$. The cutoff energy is 11.35 meV and the Debye temperature 131.7 K, well below 300 K. With $C=3nk_B=0.6146$ MJ/(m³ K),
$$L_{\min}=\frac{\kappa_0}{Cv}=\frac{2.00}{(0.6146\times10^6)(1800)}\ \text{m}=1.808\ \text{nm}\;(18.08\ \text{Å}).$$
Then $r=\sqrt{1.808/100}=0.1345$, $\arctan(1/r)=1.4371$, and
$$F=1-0.1345\times1.4371=0.807,\qquad \kappa=0.807\times2.00=1.61\ \text{W/(m K)}.$$

A single path of $3L_{\min}=5.42$ nm would give 0.949, a loss of 5% of the bulk value instead of 19%. Modes with intrinsic path above 100 nm cause 55% of the loss, although they are only $r^3\approx0.24\%$ of the modes.

With all other inputs fixed, the dependence on $L$ is:

| $L$ (nm) | $F$ | single path |
|---:|---:|---:|
| 10 | 0.503 | 0.648 |
| 30 | 0.673 | 0.847 |
| 100 | 0.807 | 0.949 |
| 1000 | 0.935 | 0.995 |

Half of the bulk conductivity remains at $L=9.8$ nm, or $5.43L_{\min}$, but keeping 90% takes 409 nm, or $226L_{\min}$. The leading long-length term alone, $\pi r/2=0.1$, would give $L=(5\pi)^2L_{\min}\approx247L_{\min}$; the positive $r^2$ term accounts for most of the difference.

The particle picture requires a path much longer than the reduced wavelength $1/k$. At the cutoff $k_DL_{\min}=17.3$, and the intrinsic product $k\Lambda=k_DL_{\min}/x$ is larger still at lower frequency. The boundary sets a separate condition, $kL\gg1$, which fails for the longest waves. At $L=100$ nm, the mode whose intrinsic path equals $L$ has a wavelength of 4.88 nm, so the region that dominates the loss is still described by particles. Grains of a few nanometres are only several lattice constants across, so using bulk phonon modes there is an extrapolation.

## What the model leaves out

Each change below is made separately, with $L=100$ nm and, except for the hotter case, the bulk lattice conductivity held at 2.00 W/(m K). The reference factor is 0.807.

**Heat capacity.** At the cutoff $u=131.7/300=0.439$, so $u^2/12=1.6\%$. Bulk heat is uniform in $\omega$, and the average of $u^2$ is one third of its cutoff value. At fixed $A$ the bulk conductivity therefore falls by about 0.5%. After recalibration, the factor is 0.8055 instead of 0.8068.

**Band bending.** This is the largest shift among the changes in this list. Let $y=\pi k/2k_D$, $\omega=(2/\pi)vk_D\sin y$ and group velocity $v_g=v\cos y$, and use $v_g/L$ as the boundary rate. The factor drops to 0.626. Two effects act in the same direction. Bending removes bulk heat mainly at high frequency, so the low-frequency phonons, which boundaries affect most, carry a larger share; this reweighting by itself would give a factor of 0.694, and the bent bands at unchanged $A$ give 0.700. Restoring the bulk conductivity then lowers it further. In the bulk integral, $k^2v_g^2/\omega^2=y^2\cot^2y$, whereas linear bands give 1. At equal $A$ the bulk conductivity is thus multiplied by
$$b=\frac2\pi\int_0^{\pi/2}y^2\cot^2y\,dy.$$
Write $\cot^2y=1/\sin^2y-1$ and integrate by parts twice; the boundary terms vanish:
$$\int_0^{\pi/2}\frac{y^2}{\sin^2y}dy=2\int_0^{\pi/2}y\cot y\,dy=-2\int_0^{\pi/2}\ln\sin y\,dy=\pi\ln2.$$
The last integral, $I=\int_0^{\pi/2}\ln\sin y\,dy$, follows from $\sin y\cos y=\frac12\sin2y$, which gives $2I=I-\frac\pi2\ln2$. Subtracting $\int_0^{\pi/2}y^2dy=\pi^3/24$,
$$b=2\ln2-\frac{\pi^2}{12}\approx0.564.$$
To restore the same $\kappa_0$, $A$ must be reduced to $bA$, which lengthens the paths of the low-frequency phonons. The leading long-length loss is
$$\frac{k_B}{2\pi^2vA}\,\frac\pi2\sqrt{\frac{v}{LA}}\;\propto\;A^{-3/2},$$
so it grows by $b^{-3/2}\approx2.4$, from 0.21 to 0.50 of $\kappa_0$. The full loss is 0.374; higher terms are not small at this $L$.

**Unequal sound speeds.** Take one branch at 3000 m/s and two at 1600 m/s, with common $A$ and $k_D$. Each branch carries the same bulk heat, because $k^2v_i^2/(Av_i^2k^2)$ does not contain $v_i$. The factor is the mean of $F(r_i)$ with $r_i=r\sqrt{v/v_i}$, which is 0.813.

**Optical phonons.** Suppose they carry 20% of the bulk heat and are untouched by boundaries. The acoustic part is then calibrated to 80% of $\kappa_0$, so its $L_{\min}$ shrinks by 0.8. The result is $0.2+0.8F(\sqrt{0.8}\,r)=0.860$. The 20% is an assumption for sizing.

**Boundaries that scatter long waves less.** Let the boundary rate be $(v/L)(\omega/\omega_D)$, equal to $v/L$ at the cutoff. Then
$$\frac{\kappa}{\kappa_0}=\int_0^1\frac{x^2}{x^2+r^2x}dx=\int_0^1\left(1-\frac{r^2}{x+r^2}\right)dx=1-r^2\ln\left(1+\frac1{r^2}\right),$$
which is 0.927. The $L^{-1/2}$ tail has gone, since it depended on boundaries stopping long waves as strongly as short ones.

**Hotter use.** If $A$ is proportional to $T$, at 600 K both $\kappa_0$ and $L_{\min}$ are halved. With $L_{\min}=0.904$ nm the factor is 0.860: relative to a poorer bulk conductor, the same grains matter less.

**Electrons.** Doped material also conducts heat electronically. For a rough electrical conductivity of 1000 S/cm and the degenerate Lorenz number $(\pi^2/3)(k_B/e)^2$, this adds 0.733 W/(m K) at 300 K. If grains leave it unchanged, the total conductivity falls by the factor $(1.614+0.733)/(2.00+0.733)=0.859$. Lead telluride at this conductivity is only partly degenerate at 300 K. If acoustic phonons dominate the scattering of electrons, this lowers the Lorenz number and the degenerate value is an upper estimate; with ionized-impurity scattering, partial degeneracy would raise it instead. A value near $1.8\times10^{-8}$ W Ω/K², typical of a one-band estimate, would give about 0.54 W/(m K) and a factor of 0.85. Grain boundaries that also scatter electrons would lower it further.

## Use for a real material

The inputs are typical of lead telluride near room temperature, and grains of about 100 nm are within reach of powder processing. The quoted 0.807 is nevertheless a property of the model, not a measured reduction. Real bands bend, and real boundaries need not scatter all frequencies equally; taken separately and in the particular forms chosen above, these two changes move the factor to 0.63 and 0.93. Applied together they give 0.85. These values depend on the forms chosen and are not bounds. The exponent of the intrinsic rate matters as much: with linear bands and the same $\kappa_0$, a rate proportional to $\omega$, $\omega^{1.5}$ or $\omega^{2.5}$ gives 0.94, 0.90 or 0.59. The model puts 57% of the bulk heat on paths below 10 nm, and the bent bands only 20%, whereas first-principles calculations for lead telluride at 300 K have reported roughly 80 to 90%; the example therefore probably overstates the effect of 100 nm grains with a constant boundary rate. Point defects and momentum-conserving collisions were not sized.

The closed formula suits quick estimates and limit checks when the temperature is above the Debye temperature, acoustic phonons with nearly linear bands dominate, the intrinsic rate follows $\omega^2$, and a constant boundary rate is justified. If the dispersion is known and nearly isotropic, it is better to evaluate
$$\kappa=\frac13\sum_{\rm branches}\int_0^{k_D}\frac{k^2dk}{2\pi^2}\,\frac{c\,v_g^2}{A\omega^2+v_g/L}$$
directly, after fixing $A$ from the bulk conductivity with the same bands. For anisotropic bands, the radial integral must be replaced by a sum of $c\,v_z^2\tau$ over the Brillouin zone. The length $L$ remains an effective parameter; its relation to a measured grain diameter depends on grain shape and on how boundaries transmit phonons. The remaining values are in the numerical output.

## Computed values

```
INPUTS (rough values for PbTe)
lattice constant: 0.646 nm
mean sound speed: 1800 m/s
bulk lattice conductivity: 2.00 W/(m K)
temperature: 300 K
effective grain length L: 100 nm
DERIVED
primitive cell density: 14.84 nm^-3
Debye wavevector: 9.578 nm^-1
cutoff phonon energy: 11.35 meV
Debye temperature: 131.7 K
heat capacity C: 0.6146 MJ/(m^3 K)
rate coefficient A: 3.350 fs
Lmin: 1.808 nm
capacity-weighted mean path: 5.424 nm
k_D*Lmin (particle picture): 17.3
r for the grain: 0.1345
arctan(1/r): 1.4371 rad
reduction factor: 0.8068
reduced conductivity: 1.614 W/(m K)
wavelength where path = L: 4.88 nm
share of loss from paths > L: 0.5465
L, r, factor, conductivity, single-path factor
3 nm: 0.7763, 0.2930, 0.586 W/(m K), 0.3561
10 nm: 0.4252, 0.5030, 1.006 W/(m K), 0.6483
30 nm: 0.2455, 0.6735, 1.347 W/(m K), 0.8469
100 nm: 0.1345, 0.8068, 1.614 W/(m K), 0.9486
300 nm: 0.0776, 0.8841, 1.768 W/(m K), 0.9822
1000 nm: 0.0425, 0.9350, 1.870 W/(m K), 0.9946
L keeping 50%: 9.82 nm = 5.434 Lmin
L keeping 90%: 409.2 nm = 226.3 Lmin
TESTS
largest relative gap, quadrature vs formula: 8.5e-08
random-flight factor: 0.8070
factor shift, 200 to 400 k-points: 6.7e-15
NEGLECTED EFFECTS (factor at L, same bulk conductivity)
Bose heat capacity: 0.8055
bulk change from Bose, fixed A: -0.53 %
sine-shaped bands: 0.6262
speeds 3000 and 1600 m/s: 0.8132
optical share 0.20, not reduced: 0.8604
boundary rate proportional to frequency: 0.9271
at 600 K with A ~ T: Lmin 0.904 nm, factor 0.8597
electrical conductivity assumed: 1000 S/cm
electronic heat conductivity: 0.733 W/(m K)
total conductivity ratio with electrons: 0.8586
```
